\section*{Linear density mixing in a jellium slab and the Kerker preconditioner}

\section{One density wave in a slab}

Consider a jellium slab occupying $0<z<L$, uniform in its plane, in which electrons of density $n$ neutralize a fixed background. Suppose that a self-consistent calculation is nearly converged and that its input density is wrong by one cosine,
\begin{equation}
\delta n(z)=a\cos qz,\qquad q=\frac{\pi}{L}.
\end{equation}
This error carries no net charge. Let $V$ be the potential energy of an electron. Poisson's equation for charge density $-e\,\delta n$ reads
\begin{equation}
\delta V''(z)=-\frac{e^2}{\epsilon_0}\,\delta n(z),
\qquad\text{so}\qquad
\delta V(z)=\frac{e^2}{\epsilon_0q^2}\,a\cos qz .
\label{poisson}
\end{equation}
The derivative $\delta V'$ vanishes at $z=0$ and $z=L$. This is the right boundary condition: by Gauss's law a neutral planar charge distribution has no field outside it when none is applied.

Let the electrons respond locally, as in Thomas--Fermi theory. Where $V$ rises by $\delta V$, the local kinetic energy at the Fermi level falls by $\delta V$, and the density changes by $-D\,\delta V$. With $n=(2mE_F)^{3/2}/(3\pi^2\hbar^3)$ and $E_F=\hbar^2k_F^2/2m$,
\begin{equation}
D=\frac{dn}{dE_F}=\frac{3n}{2E_F}
=\frac32\,\frac{k_F^3}{3\pi^2}\,\frac{2m}{\hbar^2k_F^2}
=\frac{mk_F}{\pi^2\hbar^2}.
\end{equation}
The chemical potential does not shift, because the cosine averages to zero. The output error is therefore
\begin{equation}
\delta n_{\rm out}=-D\,\delta V=-\frac{k_{TF}^2}{q^2}\,a\cos qz,
\qquad k_{TF}^2=\frac{e^2D}{\epsilon_0}.
\end{equation}

Linear mixing adds a fraction $\alpha$ of the difference between output and input:
\begin{equation}
a_{\rm new}=a+\alpha\left(-\frac{k_{TF}^2}{q^2}a-a\right)
=\left[1-\alpha\left(1+\frac{k_{TF}^2L^2}{\pi^2}\right)\right]a .
\end{equation}
The error shrinks if the bracket lies between $-1$ and $1$, that is, if
\begin{equation}
0<\alpha<\alpha_{\max}=\frac{2}{1+(k_{TF}L/\pi)^2}.
\label{limit}
\end{equation}

For $n=2.5\times10^{28}\,\mathrm{m^{-3}}$ one has $k_{TF}=1.475\times10^{10}\,\mathrm{m^{-1}}$. A slab with $L=4\times10^{-9}\,\mathrm m$ gives $(k_{TF}L/\pi)^2=(18.78)^2\approx353$. One unit of input error comes back as $-353$ units, so $\alpha$ must stay below $2/354=0.0057$. The electrons overshoot because a long wave of small amplitude moves charge over a large distance and so creates a large potential. This is charge sloshing.

When $k_{TF}L\gg\pi$, equation (\ref{limit}) becomes
\begin{equation}
\alpha_{\max}\simeq\frac{2\pi^2}{k_{TF}^2L^2},
\end{equation}
which is the $L^{-2}$ law. In the opposite limit the formula tends to $2$, but at this density $1/k_{TF}=0.068$ nm is shorter than $1/k_F=0.11$ nm, and a slab that thin has no local response. That limit belongs to the formula and not to a real slab.

\section{Stability of the full iteration}

Let $F[n]$ be the map that computes the Hartree potential of $n$ and the background, solves the one-electron problem and fills the lowest states with the fixed number of electrons. The treatment is a Hartree mean field at zero temperature, without spin polarization and with densities that depend on $z$ alone. The scheme is
\begin{equation}
n_{i+1}=n_i+\alpha R_i,\qquad R_i=F[n_i]-n_i .
\end{equation}
Write $n_i=n_*+\delta n_i$ with $F[n_*]=n_*$. If $v$ turns a density change into a potential change and $\chi_0$ turns a potential change into the density response of independent electrons, then $F'=\chi_0v$. To first order
\begin{equation}
R_i=-A\,\delta n_i,\qquad \delta n_{i+1}=(1-\alpha A)\,\delta n_i,\qquad A=1-\chi_0v .
\label{linear}
\end{equation}

The spectrum of $A$ is real and at least 1. To see this, let $E_j$ be the subband energies, $V_{jk}$ the matrix elements of $\delta V$, and
\begin{equation}
f_j=g(\mu-E_j)\ \text{for}\ E_j<\mu,\quad f_j=0\ \text{otherwise},\qquad g=\frac{m}{\pi\hbar^2},
\end{equation}
the number of electrons per area in subband $j$, both spins included. First-order perturbation theory gives the density-matrix changes
\begin{equation}
\delta\rho_{jk}=V_{jk}\frac{f_j-f_k}{E_j-E_k}\ (j\ne k),\qquad
\delta\rho_{jj}=g(\delta\mu-V_{jj})\ \text{(filled)} .
\label{drho}
\end{equation}
Fixed electron number requires $\sum_j(\delta\mu-V_{jj})=0$ over filled subbands. Hence
\begin{equation}
\int\delta V\,\chi_0\delta V\,dz
=\sum_{j\ne k}|V_{jk}|^2\frac{f_j-f_k}{E_j-E_k}
-g\sum_{\rm filled}(V_{jj}-\delta\mu)^2\le0,
\end{equation}
since $f_j$ does not increase with energy. Thus $-\chi_0\ge0$. With a second potential $\delta W$ on the left, the same steps replace $|V_{jk}|^2$ by $W_{kj}V_{jk}$ and the square by $(W_{jj}-\delta\mu_W)(V_{jj}-\delta\mu)$, where $\delta\mu_W$ is the mean of $W_{jj}$ over filled subbands. Exchanging the two potentials changes nothing, so $\chi_0$ is symmetric. The Coulomb operator $v$ is positive on neutral densities, so
\begin{equation}
S=v^{1/2}Av^{-1/2}=1-v^{1/2}\chi_0v^{1/2}
\end{equation}
is symmetric, has the eigenvalues of $A$, and satisfies $S\ge1$.

Each eigenvector of $A$ is multiplied by $1-\alpha\lambda$ per step. All small errors decay if and only if
\begin{equation}
0<\alpha<\frac{2}{\lambda_{\max}} .
\label{general}
\end{equation}
For the local slab the neutral modes are $\cos(m\pi z/L)$ with $m\ge1$, and
\begin{equation}
\lambda(q)=1+\frac{k_{TF}^2}{q^2},\qquad q=\frac{m\pi}{L}.
\label{lambda}
\end{equation}
The largest eigenvalue has $m=1$ and reproduces (\ref{limit}). A test that uses the Coulomb kernel $-e^2|z-z'|/2\epsilon_0$ of charged sheets, with no cosines assumed, gives $\lambda_{\max}=353.8$ at $L=4$ nm, as (\ref{lambda}) does. In a periodic cell of length $L$ the smallest wave number is $2\pi/L$, so the asymptotic step limit is four times larger, with the same power of $L$.

\section{Does quantum response keep the law?}

The law needs $-\chi_0$ to tend to a finite, nonzero constant at long wavelength. This can be checked by hand for a flat box of width $B$ with hard walls, where $\psi_j=\sqrt{2/B}\,\sin(j\pi z/B)$. Apply $\delta V=V_1\cos(\pi z/B)$. It couples neighbouring subbands only, with $V_{j,j+1}=V_1/2$. If both are filled, $f_j-f_{j+1}=-g(E_j-E_{j+1})$ and the quotient in (\ref{drho}) is $-g$. For the last filled subband $N$ and the empty one above it, the quotient is $-gw$, with
\begin{equation}
w=\frac{\mu-E_N}{E_{N+1}-E_N}.
\end{equation}
The density change is $2\sum_j\delta\rho_{j,j+1}\psi_j\psi_{j+1}$, and
\begin{equation}
\psi_j\psi_{j+1}=\frac1B\left[\cos\frac{\pi z}{B}-\cos\frac{(2j+1)\pi z}{B}\right].
\end{equation}
Collecting the coefficient of $\cos(\pi z/B)$ gives $2(-V_1/2)\,g(N-1+w)/B$, so
\begin{equation}
-\chi_{0,11}=\frac{g}{B}(N-1+w).
\label{flat}
\end{equation}
For a wide box $N\simeq k_FB/\pi$, and this tends to $gk_F/\pi=D$. The local value is recovered.

The leading correction follows too. At Fermi wave number $k_F$, the box holds, per area,
\begin{equation}
\frac1{2\pi}\sum_{j=1}^{N}\left[k_F^2-\left(\frac{j\pi}{B}\right)^2\right]
\simeq\frac{k_F^3B}{3\pi^2}-\frac{k_F^2}{4\pi}
=n\left(B-\frac{3\pi}{4k_F}\right).
\end{equation}
The second term is half the missing $j=0$ term, from replacing the sum by an integral. Neutrality with a background of length $L$ therefore requires $B=L+3\pi/4k_F$ to this order: each wall stands $3\pi/8k_F$ outside the background. Write $k_FB/\pi=N+x$ with $0\le x<1$. Then
\begin{equation}
w=\frac{(N+x)^2-N^2}{(N+1)^2-N^2}=x+O(1/N),
\end{equation}
and $N-1+w\simeq k_FB/\pi-1=k_FL/\pi-1/4$. With $q=\pi/B$ and $g=\pi D/k_F$,
\begin{align}
\lambda_{\max}-1&\simeq\frac{e^2B^2}{\epsilon_0\pi^2}\,\frac gB\left(\frac{k_FL}{\pi}-\frac14\right)
=\frac{k_{TF}^2}{\pi^2}\,B\left(L-\frac{\pi}{4k_F}\right)\nonumber\\
&\simeq\left(\frac{k_{TF}L}{\pi}\right)^2\left[1+\frac{\pi}{2k_FL}\right].
\label{correction}
\end{align}
This estimate keeps one cosine and a flat potential, with the walls at the distance just found. Walls farther out change the correction but not the leading $L^2$ term. The spread of the electrons beyond the background raises $\lambda_{\max}$ more than the weaker quantum response lowers it.

\section{The Kerker filter}

Equation (\ref{linear}) gives $\delta n=-A^{-1}R$. The update that removes the whole linear error is
\begin{equation}
n_*=n-\delta n=n+A^{-1}R .
\end{equation}
In the local model $A$ is diagonal in cosines, and its inverse is
\begin{equation}
\frac1{\lambda(q)}=\frac{1}{1+k_{TF}^2/q^2}=\frac{q^2}{q^2+k_{TF}^2}.
\end{equation}
Allowing an adjustable wave number $k_0$ gives the Kerker preconditioner
\begin{equation}
P(q)=\frac{q^2}{q^2+k_0^2},\qquad n_{i+1}=n_i+\alpha PR_i .
\end{equation}
It leaves short waves almost untouched and suppresses long waves as $q^2/k_0^2$, which cancels the $1/q^2$ of the Coulomb interaction.

The error is now multiplied by $1-\alpha PA$. In the local model
\begin{equation}
P\lambda=\frac{q^2}{q^2+k_0^2}\,\frac{q^2+k_{TF}^2}{q^2}
=\frac{q^2+k_{TF}^2}{q^2+k_0^2}.
\label{plambda}
\end{equation}
As a function of $q^2$ its derivative is $(k_0^2-k_{TF}^2)/(q^2+k_0^2)^2$, of one sign, so $P\lambda$ lies between its limits $k_{TF}^2/k_0^2$ at $q\to0$ and $1$ at $q\to\infty$. In the local model, a sufficient condition for stability, for every $L$, is
\begin{equation}
0<\alpha<2\min\left[1,\left(\frac{k_0}{k_{TF}}\right)^2\right].
\end{equation}

For the quantum slab $P$ is only an approximate inverse. Since $P$ and $v$ are both diagonal in cosines, $PA$ has the same eigenvalues as $P^{1/2}SP^{1/2}$. These are real and positive, so a small enough positive step is stable. How far they spread must be computed.

\section{Implementation and cost}

\begin{verbatim}
choose k0 near k_TF and alpha near 1
n = neutral starting density
repeat
    V = Hartree potential of n and background
    solve the subbands in V; fill them -> n_out
    R = n_out - n
    if norm(R) < tol * norm(first R): stop
    R_m = cosine coefficients of R,  m >= 1
    R_m = R_m * q_m^2 / (q_m^2 + k0^2)
    n = n + alpha * (inverse transform of R_m)
\end{verbatim}

The filter can also be applied in real space. Since $P=1-k_0^2/(q^2+k_0^2)$, solve
\begin{equation}
k_0^2u-u''=k_0^2R,\qquad u'=0\ \text{at the walls},
\end{equation}
and use $PR=R-u$. On a grid this is one tridiagonal solve.

The filter costs little beside the subband problem. With $J$ sine functions, dense diagonalization takes of order $J^3$ operations and $J$ grows as $L$. Plain mixing needs more and more iterations as well. Its step is tied to $\lambda_{\max}$, while errors with $\lambda\approx1$ decay as $(1-\alpha)^i$. Reducing them by a factor $\eta$ takes about
\begin{equation}
i\simeq\frac{\ln(1/\eta)}{\alpha}\propto L^2
\label{count}
\end{equation}
iterations. The total work then grows as $L^5$ without the filter and as $L^3$ with it, provided that the filtered spectrum does not depend on $L$. In the slab computed below this holds when the empty region between background and walls has a fixed width, and it fails if that region grows with the cell.

\section{A computed slab}

The parameters are round model values: $n=2.5\times10^{28}\,\mathrm{m^{-3}}$, hence $k_F=9.05\times10^9\,\mathrm{m^{-1}}$ and $E_F=3.12$ eV. The walls stand $0.130$ nm outside the background. The Hartree problem is solved self-consistently, $F$ is differentiated numerically, and $A$ is diagonalized. The numerical output lists the details.

\begin{center}
\begin{tabular}{rrrrr}
$L$ (nm) & $\lambda_{\max}$ local & $\lambda_{\max}$ quantum & $\alpha_{\max}$ quantum & Kerker steps\\
2 & 89.2 & 96.7 & 0.0207 & 20\\
4 & 354 & 370 & 0.00541 & 21\\
8 & 1412 & 1444 & 0.00138 & 21\\
16 & 5647 & 5711 & 0.000350 & 22
\end{tabular}
\end{center}

Between successive lengths the exponent of $\alpha_{\max}$ is $-1.934$, $-1.966$ and $-1.983$, approaching $-2$. The quantum eigenvalue exceeds the local one by 8.4\% at 2 nm and 1.1\% at 16 nm, relative to the local value. Equation (\ref{correction}) predicts $\pi/2k_FL=8.7\%$ and $1.09\%$, the latter against a computed $1.14\%$. The excess times $k_FL$ is $1.52$, $1.61$, $1.64$ and $1.65$ for the four lengths, so the flat-box coefficient $\pi/2=1.57$ is about 5\% low for the long self-consistent slabs.

The flat box can be followed in numbers at $L=4$ nm. There $N=12$, $w=0.259$ and $B=4.260$ nm, so (\ref{flat}) gives
\begin{equation}
\frac{-\chi_{0,11}}{D}=\frac{\pi(N-1+w)}{k_FB}=\frac{0.3473\times11.259}{4.260}=0.918,
\end{equation}
with lengths in nm. This agrees with the numerical derivative of the density. Then $\lambda_{\max}\approx1+(k_{TF}B/\pi)^2\times0.918=1+400\times0.918=368$, against $370$ for the self-consistent slab.

The step limit was also tested on the nonlinear iteration at 4 nm, started with a small error along the dangerous eigenvector. At 0.95 of the limit the factor per step is $1-2(0.95)=-0.9$, and 40 steps should leave $0.9^{40}=0.0148$ of the error. At 1.05 of the limit the factor is $-1.1$, and the error should grow by $1.1^{40}=45.3$. The iteration gives both values.

Plain mixing at 0.9 of the limit needs 481 iterations at 2 nm and 1847 at 4 nm to reduce the residual by $10^4$. Equation (\ref{count}) gives $9.21/(0.9\times0.0207)\approx495$ and $9.21/(0.9\times0.00541)\approx1890$. At 16 nm it would predict about 29\,000. The filtered iteration with $k_0=k_{TF}$ and $\alpha=1$ needs 22 there for the same reduction.

The filtered spectrum runs from $0.301$ to between $1.014$ and $1.019$ for all four lengths. The upper end permits steps up to about $2/1.019=1.96$. The lower end is well below the local value of 1. It does not change with $L$ to the three figures printed, but it does depend on the wall position: walls farther from the background lower it steeply. At $L=4$ nm it is $0.18$, $0.07$ and $0.018$ for walls $0.26$, $0.52$ and $1.04$ nm outside the background, falling roughly as the inverse square of that distance for the wider gaps. The iteration counts above therefore hold for this wall position only, and a slab with a wide empty region converges much more slowly under the filter.

With eigenvalues between $\lambda_-$ and $\lambda_+$, the fastest fixed step makes the two extreme factors equal and opposite, $1-\alpha\lambda_-=\alpha\lambda_+-1$. Hence $\alpha=2/(\lambda_-+\lambda_+)$, here $2/1.32=1.5$, with slowest factor $(\lambda_+-\lambda_-)/(\lambda_++\lambda_-)=0.54$ instead of $0.70$ at $\alpha=1$.

\section{Failure modes}

\paragraph{Wrong $k_0$.} At 16 nm, $k_0=k_{TF}/2$ gives a filtered spectrum from $0.700$ to $3.99$. The top matches $(k_{TF}/k_0)^2=4$, and small errors grow at a full step $\alpha=1$; the limit is $0.50$. With $k_0=2k_{TF}$ the spectrum runs from $0.088$ to $0.822$. This upper end is set by the largest wave number in the basis, about $7k_F$, where $P=0.82$; it tends to 1 as the basis grows. The iteration is stable at $\alpha=1$, but its slowest factor is $0.91$. The lower end is below the local value $0.25$, so an oversized $k_0$ costs more in this slab than (\ref{plambda}) suggests. Too large a $k_0$ is slow, while too small a $k_0$ can be unstable.

\paragraph{Insulators.} Suppose instead that $\lambda(q)$ tends to a finite constant $\epsilon_r$ at long wavelength. Then plain mixing has a step limit that does not shrink with $L$. The filter gives
\begin{equation}
P\lambda\simeq\epsilon_r\frac{q^2}{k_0^2}=\frac{\epsilon_r\pi^2}{k_0^2L^2}
\end{equation}
at $q=\pi/L$, which makes long waves converge ever more slowly. The filter then creates the size dependence that it removes in a metal.

\paragraph{Wrong total charge.} Because $P(0)=0$, the filter conserves the number of electrons in $n_i$. A starting density with the wrong number keeps it. Normalize the start.

\paragraph{Exchange and correlation.} A local exchange-correlation kernel $f$ adds $Df$ to $\lambda(q)$ in the local model. This is finite at $q\to0$, so the coefficient of $L^2$ is unchanged. If $f<0$, however, the bound $\lambda\ge1$ is lost, and a negative eigenvalue would make every small positive step unstable.

\paragraph{Distant starts.} Condition (\ref{general}) concerns small errors. It does not guarantee convergence from a poor starting density.

\section*{Computed values}
\begin{verbatim}
density n = 2.50e+28 m^-3
Fermi wave number k_F = 9.0459e+09 m^-1
Fermi energy E_F = 4.9951e-19 J = 3.118 eV
density of states D = 7.5074e+46 J^-1 m^-3
Thomas-Fermi k_TF = 1.4753e+10 m^-1
screening length 1/k_TF = 0.0678 nm
wall gap beyond background = 0.1302 nm
sheet-kernel lambda_max, L = 4 nm: 353.846
flat box, L = 4 nm: filled subbands N = 12
flat box, L = 4 nm: fraction w = 0.2586
flat box, L = 4 nm: -chi0/D = 0.9177
L = 2 nm:
  lambda_max local = 89.21, quantum = 96.71
  step limit local = 2.242e-02, quantum = 2.068e-02
  Kerker spectrum 0.301 to 1.014, iterations 20
L = 4 nm:
  lambda_max local = 353.84, quantum = 369.60
  step limit local = 5.652e-03, quantum = 5.411e-03
  Kerker spectrum 0.301 to 1.019, iterations 21
L = 8 nm:
  lambda_max local = 1412.38, quantum = 1444.38
  step limit local = 1.416e-03, quantum = 1.385e-03
  Kerker spectrum 0.301 to 1.019, iterations 21
L = 16 nm:
  lambda_max local = 5646.51, quantum = 5710.83
  step limit local = 3.542e-04, quantum = 3.502e-04
  Kerker spectrum 0.301 to 1.019, iterations 22
exponent 2 to 4 nm = -1.934
exponent 4 to 8 nm = -1.966
exponent 8 to 16 nm = -1.983
L = 4 nm, step 0.95 of limit, 40 steps:
  error ratio = 0.01478, predicted = 0.01478
L = 4 nm, step 1.05 of limit, 40 steps:
  error ratio = 45.26, predicted = 45.26
plain iterations, 0.9 of limit, L = 2 nm: 481
plain iterations, 0.9 of limit, L = 4 nm: 1847
ratio of plain iteration counts = 3.84
residual reduction for all iteration counts = 1e-4
Kerker step for all iteration counts = 1.0
L = 16 nm, k0 = k_TF/2: 0.700 to 3.992
L = 16 nm, k0 = 2 k_TF: 0.088 to 0.822
\end{verbatim}
